Mean ionization count of an electron cascade with uniform energy sharing

**Question**

I am working on a simple model of the secondary-electron cascade in a photoresist. Every ionization costs an energy I, and the energy that remains is shared uniformly between the two electrons that come out. Both can go on to ionize. The exercise is to show that an electron starting at 4I causes (11 − 4 ln 2)/3 ionizations on average.

I get 3. The first ionization leaves 3I, so each electron has 1.5I on average. An electron with 1.5I can ionize once. That makes 1 + 1 + 1 = 3. Where does a logarithm come from?

I am also uneasy about treating the two electrons separately, because their energies must add up to 3I and so are not independent. And if the result is right, what does it tell me about a real resist exposed at 13.5 nm, and about blur?

**Answer**

Your average energy is right, but the step after it is not. The number of ionizations is not a linear function of energy, so the mean number is not the number at the mean energy. You have to average over the possible divisions of the energy. The logarithm comes out of that average.

**The rules**

The exercise leaves some rules unsaid. I take them to be these:

- An electron with kinetic energy E > I always ionizes sooner or later, and loses no energy before it does.
- The ionization uses up I. The remainder E − I goes to the two outgoing electrons, and every division of it is equally likely.
- Both electrons then follow the same rules. An electron with E ≤ I causes no further ionization.

Measure energy in units of I and write e = E/I. Let N(e) be the mean number of ionizations caused by an electron of energy e, counting its own first one and all those of its descendants.

**An equation for the mean**

Take e > 1. The first ionization happens with certainty and leaves

x = e − 1

to be shared. One electron gets y, uniformly distributed between 0 and x. The other gets x − y. As y runs uniformly from 0 to x, x − y runs uniformly from x to 0, so the second electron has the same uniform distribution as the first.

For a given y, the mean total is 1 + N(y) + N(x − y). Averaging over y gives

N(e) = 1 + (1/x) ∫₀ˣ [N(y) + N(x − y)] dy.

In the second term put z = x − y. Then dy = −dz and the limits are exchanged, and the two signs cancel:

∫₀ˣ N(x − y) dy = ∫₀ˣ N(z) dz.

The two terms are equal, so

N(e) = 1 + (2/x) ∫₀ˣ N(y) dy, x = e − 1, for e > 1,

N(e) = 0, for e ≤ 1.

This settles your worry about independence. The two energies are completely correlated, since one fixes the other. But the mean of a sum is the sum of the means, whether or not the terms are correlated. Each mean needs only the distribution of its own electron's energy.

**Building up the solution**

The integral involves only energies up to e − 1. If N is known up to some energy, the equation gives it up to one unit higher. We can therefore start at the bottom and climb.

*From 1 to 2.* Here x ≤ 1, so neither outgoing electron can ionize. The integral is zero and

N(e) = 1.

*From 2 to 3.* Now x lies between 1 and 2. The integrand is 0 up to y = 1 and 1 beyond it:

∫₀ˣ N(y) dy = x − 1.

Therefore

N(e) = 1 + 2(x − 1)/x = 3 − 2/x = 3 − 2/(e − 1).

The energy available for sharing has appeared in a denominator, because it sets the width of the uniform distribution. Integrating this term at the next step produces the logarithm.

*From 3 to 4.* Now x lies between 2 and 3, and the integral has three parts. The interval from 0 to 1 gives 0, and the interval from 1 to 2 gives 1. The rest is

∫₂ˣ [3 − 2/(y − 1)] dy = 3(x − 2) − 2 [ln(x − 1) − ln 1] = 3x − 6 − 2 ln(x − 1).

Adding the 1,

∫₀ˣ N(y) dy = 3x − 5 − 2 ln(x − 1).

Multiply by 2/x and add the first ionization:

N(e) = 1 + 6 − 10/x − (4/x) ln(x − 1) = 7 − [10 + 4 ln(e − 2)]/(e − 1).

The pieces fit together. At e = 2 the second gives 3 − 2 = 1, like the first. At e = 3 the second gives 3 − 1 = 2 and the third gives 7 − 10/2 = 2. The jump from 0 to 1 at e = 1 remains, because there an electron first becomes able to ionize.

Two values inside the intervals show the growth: N(2.5) = 3 − 2/1.5 = 1.667, and N(3.5) = 7 − (10 + 4 ln 1.5)/2.5 = 2.351.

**The value at 4I**

Set e = 4, so that x = 3. The integral is

∫₀³ N(y) dy = 9 − 5 − 2 ln 2 = 4 − 2 ln 2 = 2.614,

and hence

N(4) = 1 + (2/3)(4 − 2 ln 2) = (3 + 8 − 4 ln 2)/3 = (11 − 4 ln 2)/3 = 2.742.

This is the required result.

Compare it with your estimate. You gave each of the two electrons N(1.5) = 1. The correct figure is the average of N over all energies from 0 to 3, which is 2.614/3 = 0.871. Two electrons then contribute 1.742 instead of 2.

**The same result by counting outcomes**

A second route shows what happens in individual cascades.

There are at least two ionizations. After the first, two electrons share 3 units, so the faster one has at least 1.5 and must ionize.

There are at most three. After three ionizations the total energy left is 4 − 3 = 1, so no electron can have more than 1.

The count is therefore 2 or 3, and we need only the probability P₃ of three. Look at how the 3 units are divided.

*Both electrons between 1 and 2.* This happens when y lies between 1 and 2, which has probability 1/3. Both electrons ionize, so the count is 3.

*One electron below 1, the other above 2.* This happens when y is below 1 or above 2, with probability 2/3. Call the energy of the faster electron u. It is uniform between 2 and 3. It ionizes and leaves

r = u − 1, between 1 and 2,

for its own two outgoing electrons. A third ionization follows if one of these has more than 1. They cannot both have more than 1, because r < 2 apart from an end point of zero probability. Each has probability (r − 1)/r of exceeding 1, so the chance of a third ionization is

2(r − 1)/r = 2 − 2/r = 2 − 2/(u − 1).

Its average over u is

∫₂³ [2 − 2/(u − 1)] du = 2 − 2 ln 2 = 0.614.

Putting the two cases together,

P₃ = 1/3 + (2/3)(2 − 2 ln 2) = (5 − 4 ln 2)/3 = 0.742.

The mean is 2(1 − P₃) + 3P₃ = 2 + P₃ = (11 − 4 ln 2)/3, as before.

So your answer of 3 is the most probable count, and it occurs in about 74 % of cascades. In the other 26 % the energy is divided in such a way that a third ionization is impossible, although the total left after two is 2 units. It is then spread over three electrons, none of which has more than 1.

Here the correlation between the energies does matter. The count is 2 plus a quantity that is 1 with probability P₃ and 0 otherwise, so its variance is

P₃(1 − P₃) = 0.742 × 0.258 = 0.191.

Suppose instead that the two energies were drawn independently, each uniform from 0 to x. Energy would then be conserved only on average in each event. The equation for N would be unchanged, and so would the mean. The spread would not be. In a random simulation of 600,000 such cascades, the variance was 1.19 and the largest count was 7. Separate distributions are enough for the mean, but not for the fluctuations.

**Two extreme ways of sharing**

It helps to compare uniform sharing with two fixed rules. If the energy is always halved, 4 units leave two electrons of 1.5, each of which ionizes once. The count is 3. If one electron always takes everything, its energy goes from 4 to 3 to 2 to 1, and the count is again 3. The losses come from divisions between these extremes.

To see this, let the slow electron of the first division take s < 1. The other has u = 3 − s and leaves r = 2 − s. The chance that no third ionization follows is

1 − 2(r − 1)/r = (2 − r)/r = s/(2 − s).

This vanishes as s goes to 0 and rises to 1 as s approaches 1. A very slow secondary wastes little. One that carries nearly I, but cannot use it, wastes the most.

**Numbers for a resist**

Take an organic resist exposed at 13.5 nm. The photon energy is hc/λ = 91.8 eV. For the ionization cost I use I = 10 eV, a round value of the right size for the outer electrons of organic molecules. A photoelectron released at this cost has 91.8 − 10 = 81.8 eV. This is near the top of the real range, because the photon can also free electrons from deeper valence levels (in a Hartree-Fock calculation for benzene they run from about 9 to 31 eV), and those come out slower. Its first ionization leaves 71.8 eV to be shared, so an electron of 4I = 40 eV can arise inside the cascade.

For that electron the model gives:

- a mean of 2.74 ionizations, with probability 0.26 for two and 0.74 for three;
- 2.742 × 10 eV = 27.4 eV spent on ionization, on average;
- 40 − 27.4 = 12.6 eV left as kinetic energy, on average;
- 1 + 2.742 = 3.74 slow electrons at the end, on average, since each ionization adds one electron to the first.

The starting energy divided by the mean number of ionizations is 40/2.742 = 14.6 eV. This is more than I because the slow electrons keep energy that they cannot use to ionize.

**What the model leaves out**

One doubtful assumption for a real resist is that an electron above I loses energy only by ionizing. It can also excite a molecule without freeing an electron. For a rough size, let each event be an ionization with probability 1 − I/E, and otherwise an excitation that costs 7 eV. The ionizing share then rises from zero at threshold to 0.75 at 40 eV. The mean under this rule is close to 1.68, which is 39 % below 2.74; a simulation of 600,000 cascades, with its sampling noise, gave 1.67. Both the 7 eV and the form of the probability are trial choices, so the figure shows the size of the effect and is not a prediction.

The threshold may also lie above the cost. In a crystal, momentum must be conserved. Suppose that electrons and holes have parabolic bands of equal mass. At threshold the incoming momentum p is carried away by two electrons and a hole, and their total kinetic energy is least when each carries p/3. It is then 3 × (1/3)² = 1/3 of the incoming kinetic energy E. Energy conservation requires E = I + E/3, so E = 1.5I.

Keep the cost at I and the starting energy at 4I, but let only electrons above 1.5I ionize. The hole's kinetic energy is still ignored. After the first ionization one of the two electrons has more than 1.5, and its energy u is uniform between 1.5 and 3. It ionizes and leaves r = u − 1. A third ionization needs r > 1.5, and then has probability 2(r − 1.5)/r = 2 − 3/r. The mean becomes

2 + (1/1.5) ∫ (2 − 3/r) dr, with r from 1.5 to 2,

= 2 + (2/3)[1 − 3 ln(4/3)] = 2.09,

which is 24 % below the original result. In this crystal picture I plays the part of the band gap, and 1.5I holds only for equal masses. A heavier hole lowers the threshold towards I: for a hole three times heavier it is 1.25I and the mean is 2.38, and for one ten times heavier it is 1.09I and the mean is 2.61. A resist is also disordered, so this crystal rule need not hold in it. The calculation shows how sensitive the count is to the threshold.

The cost itself is uncertain, and differs from one molecular level to another. With the starting energy held at 40 eV, I = 12 eV gives e = 3.33, and the formula for the third interval gives N = 2.22, a change of −19 %. With I = 8 eV, e = 5, which lies beyond the intervals worked out above. Numerical integration of the same equation gives 3.49, a change of +27 %.

Replacing uniform sharing by another rule can have a small effect. Fast collisions favour small energy transfers. To imitate this, give one outgoing electron the energy w, anywhere from 0 to E − I, with a weight proportional to 1/(w + I)², where w + I is the energy lost by the incoming electron. A simulation of the same size gives a mean of 2.79, or 2 % more than uniform sharing. This figure belongs to a start at 4I and to this particular weight and range; if w is confined to the lower half of the range, the mean is 2.82. Other rules can matter more. If every division were 30 % to 70 %, the first would give electrons of 0.9 and 2.1 units, the second would leave 0.33 and 0.77, and the count would always be 2.

Two other effects concern the setting. Suppose that the film is 40 nm thick and that the electrons of a cascade get no farther than about 3 nm from its starting point. Then 2 × 3/40 = 15 % of the film lies within reach of one of its two faces. Cascades that start there can lose electrons through a face. This is the share of the film exposed to the loss, not the reduction in the mean count. Thermal energy at 300 K is 0.026 eV, or 0.26 % of I, and can be neglected beside the other uncertainties.

These changes were each made alone and should not simply be added. Taken together they say that 2.74 is a sharp result of the model, but for a real resist it is at best a rough guide to the count. Nor is the count a yield of acid molecules, because an ionization need not produce acid, and electrons too slow to ionize can still cause chemical reactions.

**What it says about blur**

By itself, it says nothing about the blur length. The model has energies but no positions. To obtain the part of the blur that is due to electrons you would need the distance travelled between events, the change of direction at each event, and the distance the slow electrons cover before they are captured. What the present calculation supplies is the mean number of ionizations caused by one electron that starts at 4I. It is not the number per absorbed photon: in the example above the photoelectron starts at 81.8 eV, about twice as much, and the same equation gives about 5.9 ionizations for its cascade, not counting the one caused by the photon. Two materials with the same N could have quite different blur.
